# Why multifrequency capacitance separates traps by response time, and its limits: a numerical check

```python
"""
Result under test: at one bias, small-signal admittance sees traps only through
the capacitance carried at each response time. Equal times cannot be separated;
unequal distributions are never exactly equal on a frequency interval, but a
flat trap band and a few discrete levels can agree closely in a limited window.

Symbols: E trap energy from the reference Fermi level (eV), N areal density
(cm^-2), D areal density per energy (cm^-2 eV^-1), c capture coefficient
(cm^3/s), n electron density (cm^-3), f occupation, tau response time (s),
tau0 = 1/(c n), z = j omega tau0, h half range of f in the band,
K complex trap capacitance (F/cm^2), with admittance Y = j omega C.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial.legendre import leggauss, Legendre
from scipy.integrate import solve_ivp
from scipy.constants import e as q, k as k_boltzmann, epsilon_0

temperature = 300.0
kT = k_boltzmann * temperature / q
n_ref = 1e16
c_ref = 1e-11
D = 2e11
half_width = 0.10
thickness = 1e-6
eps_r = 10.0
C_ins = 1e-7
tau0 = 1 / (c_ref * n_ref)
C_free = q * n_ref * thickness / kT
nF = 1e9


def occupation(E, EF=0.0):
    return 1 / (1 + np.exp((E - EF) / kT))


def level_response(N, E, c, omega, EF=0.0):
    """Complex capacitance of one level from its capture and emission rates."""
    capture = c * n_ref * np.exp(EF / kT)
    emission = c * n_ref * np.exp(E / kT)
    f = capture / (capture + emission)
    return q * N / kT * capture * (1 - f) / (capture + emission + 1j * omega)


# Linear response against direct integration of the nonlinear rate equation.
# Time is in units of tau0, and the electron density is modulated weakly.
E_test, drive = 0.05, 1e-3
ratio = np.exp(E_test / kT)
f_test = occupation(E_test)
for omega_tau in (0.4, 1.0, 3.0):
    w = omega_tau / f_test
    period = 2 * np.pi / w
    cycles = 30
    times = cycles * period + np.arange(64) * period / 64
    run = solve_ivp(
        lambda t, y: np.exp(drive * np.cos(w * t)) * (1 - y) - ratio * y,
        (0, (cycles + 1) * period), [f_test], method="DOP853",
        t_eval=times, rtol=1e-11, atol=1e-13, max_step=period / 40)
    measured = 2 * np.mean(run.y[0] * np.exp(-1j * w * times)) / drive
    expected = f_test * (1 - f_test) / (1 + 1j * omega_tau)
    assert abs(measured / expected - 1) < 1e-5

# Exact twins: different energy, density and capture coefficient.
E1, E2, N1, c1 = 0.05, -0.03, 1e10, c_ref
f1, f2 = occupation(E1), occupation(E2)
c2 = c1 * f2 / f1
N2 = N1 * f1 * (1 - f1) / (f2 * (1 - f2))
omega_all = 2 * np.pi * np.logspace(0, 9, 181)
twin1 = level_response(N1, E1, c1, omega_all)
twin2 = level_response(N2, E2, c2, omega_all)
assert np.allclose(twin1, twin2, rtol=1e-11, atol=0)
twin_shift = -0.05
n_twin = n_ref * np.exp(twin_shift / kT)
tau_twin1 = occupation(E1, twin_shift) / (c1 * n_twin)
tau_twin2 = occupation(E2, twin_shift) / (c2 * n_twin)
moved1 = level_response(N1, E1, c1, omega_all, twin_shift)
moved2 = level_response(N2, E2, c2, omega_all, twin_shift)
twin_contrast = np.max(abs(moved1 - moved2)) / abs(moved1[0])
assert twin_contrast > 0.1


# Two equal-capacitance levels against one level at their mean time.
def splitting(time_ratio):
    x = np.logspace(-3, 3, 6001)
    t1, t2 = 1.0, time_ratio
    mean = (t1 + t2) / 2
    s = 1j * x / mean
    direct = 0.5 / (1 + s*t1) + 0.5 / (1 + s*t2) - 1 / (1 + s*mean)
    formula = 0.25 * s**2 * (t1 - t2)**2 / (
        (1 + s*t1) * (1 + s*t2) * (1 + s*mean))
    assert np.allclose(direct, formula, rtol=1e-7, atol=1e-14)
    small_law = 0.25 * ((t1 - t2) / mean)**2 * 2 / (3 * np.sqrt(3))
    return np.max(abs(direct)), small_law


peak, law = splitting(1.02)
assert abs(peak / law - 1) < 0.01
split_small = splitting(1.2)[0]
split_large = splitting(3.0)[0]

# Flat band: direct integration over energy using the rate response.
nodes, weights = leggauss(160)
band_E = half_width * nodes
band_N = D * half_width * weights


def band_response(omega, EF=0.0):
    return np.array([np.sum(level_response(band_N, band_E, c_ref, w, EF))
                     for w in np.atleast_1d(omega)])


f_low, f_high = occupation(half_width), occupation(-half_width)
h = (f_high - f_low) / 2
K_static = q * D * 2 * h
f_wide = np.logspace(2, 6, 161)
omega_wide = 2 * np.pi * f_wide
inside = f_wide <= 1e4 * (1 + 1e-9)
z = 1j * omega_wide * tau0
K_band = band_response(omega_wide)
K_log = q * D / z * np.log((1 + z * f_high) / (1 + z * f_low))
assert np.allclose(K_band, K_log, rtol=1e-10, atol=0)


def discrete_levels(m):
    x, w = leggauss(m)
    f = 0.5 + h * x
    return kT * np.log((1 - f) / f), D * kT * h * w / (f * (1 - f)), f, w


def levels_response(m, omega, EF=0.0):
    E, N, _, _ = discrete_levels(m)
    return np.array([np.sum(level_response(N, E, c_ref, w, EF))
                     for w in np.atleast_1d(omega)])


# Mismatch identity, its bound, and growth of the bound with frequency.
x_fine, w_fine = leggauss(300)
x0 = (1 / z + 0.5) / h
mismatch_narrow, mismatch_wide, bound_top = {}, {}, {}
for m in range(1, 5):
    P = Legendre.basis(m)
    difference = K_band - levels_response(m, omega_wide)
    integral = np.array([np.sum(w_fine * P(x_fine)**2 / (p - x_fine))
                         for p in x0])
    predicted = q * D / z * integral / P(x0)**2
    assert np.allclose(difference, predicted, rtol=1e-6,
                       atol=1e-13 * K_static)
    relative = abs(difference) / K_static
    bound = 1 / ((2*m + 1) * abs(P(x0))**2)
    assert np.all(relative <= bound * (1 + 1e-6) + 1e-13)
    assert np.all(np.diff(bound) > 0)
    assert np.all(integral.imag > 0)
    mismatch_narrow[m] = np.max(relative[inside])
    mismatch_wide[m] = np.max(relative)
    bound_top[m] = bound[inside][-1]
assert mismatch_wide[3] > 100 * mismatch_narrow[3]

# Low-frequency scaling of the three-level mismatch.
w_pair = np.array([0.1, 0.05]) / tau0
d_pair = abs(band_response(w_pair) - levels_response(3, w_pair))
assert abs(d_pair[0] / d_pair[1] / 2**6 - 1) < 0.03


# Terminal capacitance with the insulator in series.
def terminal(K):
    film = C_free + K
    return C_ins * film / (C_ins + film)


K_three = levels_response(3, omega_wide)
terminal_band, terminal_three = terminal(K_band), terminal(K_three)
terminal_gap = abs(terminal_band - terminal_three)
assert np.all(terminal_gap <= abs(K_band - K_three) + 1e-13 * K_static)
direct_Y = 1 / (1 / (1j * omega_wide * C_ins)
                + 1 / (1j * omega_wide * (C_free + K_band)))
assert np.allclose(direct_Y, 1j * omega_wide * terminal_band, rtol=1e-12)

# Recovery of three response times from six frequencies inside the window.
E3, N3, f3, w3 = discrete_levels(3)
mp.mp.dps = 60
sample_hz = np.logspace(2, 4, 6)
sample_z = [mp.mpc(0, 2 * np.pi * v * tau0) for v in sample_hz]


def recover(noise):
    A, b = mp.matrix(6, 6), mp.matrix(6, 1)
    for row, s in enumerate(sample_z):
        data = sum(mp.mpf(float(h * w)) / (1 + s * mp.mpf(float(f)))
                   for w, f in zip(w3, f3))
        data *= 1 + mp.mpf(noise) * (-1)**row
        for p in range(3):
            A[row, p] = s**p
            A[row, p + 3] = -data * s**(p + 1)
        b[row] = data
    solution = mp.lu_solve(A, b)
    d1, d2, d3 = [complex(solution[p]) for p in (3, 4, 5)]
    found = np.roots([1, -d1, d2, -d3])
    return max(np.min(abs(found - f)) / f for f in f3)


noise_level = 1e-4
recovery_exact = recover(0)
recovery_noisy = recover(noise_level)
assert recovery_exact < 1e-10
assert recovery_noisy > 100 * noise_level

# Static capacitance after a Fermi-level shift, from trapped-charge change.
shift, step = -0.10, 1e-5


def charge_slope(E, N):
    up = np.sum(N * occupation(E, shift + step))
    down = np.sum(N * occupation(E, shift - step))
    return q * (up - down) / (2 * step)


static_band = charge_slope(band_E, band_N)
static_three = charge_slope(E3, N3)
band_formula = q * D * (occupation(-half_width, shift)
                        - occupation(half_width, shift))
assert abs(static_band / band_formula - 1) < 1e-6
assert abs(static_three / levels_response(3, 0.0, shift)[0].real - 1) < 1e-6
assert abs(static_band / static_three - 1) > 0.2

print(f"Temperature {temperature:.0f} K, kT = {kT:.6f} eV")
print(f"Electron density {n_ref:.1e} cm^-3, capture {c_ref:.1e} cm^3/s")
print(f"tau0 = {tau0*1e6:.3f} us; film thickness {thickness*1e7:.1f} nm")
print(f"Band: D = {D:.1e} cm^-2 eV^-1, E from {-half_width:.2f} "
      f"to {half_width:.2f} eV")
print(f"Band occupations {f_low:.5f} to {f_high:.5f}, h = {h:.5f}")
print(f"Static trap capacitance {K_static*nF:.4f} nF/cm^2")
print(f"Free-carrier capacitance {C_free*nF:.4f} nF/cm^2")
print(f"Insulator capacitance {C_ins*nF:.1f} nF/cm^2")
film_ratio = (C_free + K_static) * thickness / (eps_r * epsilon_0 / 100)
print(f"Film/geometric capacitance (eps_r={eps_r:.0f}): {film_ratio:.4f}")
for i in range(3):
    print(f"Level {i+1}: E = {E3[i]*1e3:.3f} meV, N = {N3[i]:.4e} cm^-2, "
          f"f = {f3[i]:.5f}, tau = {f3[i]*tau0*1e6:.4f} us")
print(f"Total density: band {np.sum(band_N):.4e}, "
      f"three levels {np.sum(N3):.4e} cm^-2")
for m in range(1, 5):
    print(f"m={m} max mismatch/static: 100 Hz-10 kHz "
          f"{mismatch_narrow[m]:.3e}, to 1 MHz {mismatch_wide[m]:.3e}")
    print(f"m={m} bound at 10 kHz: {bound_top[m]:.3e}")
for target in (1e4, 1e5, 1e6):
    i = np.argmin(abs(np.log(f_wide / target)))
    print(f"{f_wide[i]:.0f} Hz: omega*tau0 = {abs(z[i]):.4f}")
    for name, value in (("band", terminal_band[i]),
                        ("levels", terminal_three[i])):
        print(f"  {name}: terminal C = {value.real*nF:.6f}, "
              f"G/omega = {-value.imag*nF:.6f} nF/cm^2")
print(f"Max terminal gap to 10 kHz: {np.max(terminal_gap[inside])*nF:.3e}, "
      f"to 1 MHz: {np.max(terminal_gap)*nF:.3e} nF/cm^2")
print(f"Fermi shift {shift:.2f} eV: static trap C, band "
      f"{static_band*nF:.4f}, levels {static_three*nF:.4f} nF/cm^2")
print(f"Twin 1: E={E1:.2f} eV, N={N1:.3e} cm^-2, c={c1:.3e} cm^3/s")
print(f"Twin 2: E={E2:.2f} eV, N={N2:.3e} cm^-2, c={c2:.3e} cm^3/s")
print(f"Common twin response time {f1*tau0*1e6:.4f} us")
print(f"Twins after {twin_shift:.2f} eV shift: tau = "
      f"{tau_twin1*1e6:.4f} and {tau_twin2*1e6:.4f} us")
print(f"Twin contrast after shift / static C of twin 1: {twin_contrast:.4f}")
print(f"Two-level peak mismatch: time ratio 1.2 {split_small:.5f}, "
      f"ratio 3 {split_large:.5f} of total C")
print(f"Recovery error of times, exact data: {recovery_exact:.2e} (relative)")
print(f"Recovery error, data perturbed by {noise_level:.0e}: "
      f"{recovery_noisy:.3e} (relative)")
print("OK")
```

Output:

```
Temperature 300 K, kT = 0.025852 eV
Electron density 1.0e+16 cm^-3, capture 1.0e-11 cm^3/s
tau0 = 10.000 us; film thickness 10.0 nm
Band: D = 2.0e+11 cm^-2 eV^-1, E from -0.10 to 0.10 eV
Band occupations 0.02047 to 0.97953, h = 0.47953
Static trap capacitance 30.7317 nF/cm^2
Free-carrier capacitance 61.9750 nF/cm^2
Insulator capacitance 100.0 nF/cm^2
Film/geometric capacitance (eps_r=10): 0.1047
Level 1: E = 49.475 meV, N = 1.2295e+10 cm^-2, f = 0.12856, tau = 1.2856 us
Level 2: E = 0.000 meV, N = 8.8155e+09 cm^-2, f = 0.50000, tau = 5.0000 us
Level 3: E = -49.475 meV, N = 1.2295e+10 cm^-2, f = 0.87144, tau = 8.7144 us
Total density: band 4.0000e+10, three levels 3.3406e+10 cm^-2
m=1 max mismatch/static: 100 Hz-10 kHz 2.524e-02, to 1 MHz 1.284e-01
m=1 bound at 10 kHz: 2.754e-02
m=2 max mismatch/static: 100 Hz-10 kHz 5.346e-04, to 1 MHz 4.269e-02
m=2 bound at 10 kHz: 5.802e-04
m=3 max mismatch/static: 100 Hz-10 kHz 1.097e-05, to 1 MHz 1.795e-02
m=3 bound at 10 kHz: 1.190e-05
m=4 max mismatch/static: 100 Hz-10 kHz 2.225e-07, to 1 MHz 8.335e-03
m=4 bound at 10 kHz: 2.412e-07
10000 Hz: omega*tau0 = 0.6283
  band: terminal C = 47.315545, G/omega = 2.276481 nF/cm^2
  levels: terminal C = 47.315509, G/omega = 2.276568 nF/cm^2
100000 Hz: omega*tau0 = 6.2832
  band: terminal C = 40.836966, G/omega = 3.262373 nF/cm^2
  levels: terminal C = 40.906315, G/omega = 3.373552 nF/cm^2
1000000 Hz: omega*tau0 = 62.8319
  band: terminal C = 38.395143, G/omega = 0.703036 nF/cm^2
  levels: terminal C = 38.323727, G/omega = 0.620515 nF/cm^2
Max terminal gap to 10 kHz: 9.375e-05, to 1 MHz: 2.043e-01 nF/cm^2
Fermi shift -0.10 eV: static trap C, band 16.0078, levels 9.6102 nF/cm^2
Twin 1: E=0.05 eV, N=1.000e+10 cm^-2, c=1.000e-11 cm^3/s
Twin 2: E=-0.03 eV, N=6.074e+09 cm^-2, c=6.029e-11 cm^3/s
Common twin response time 1.2630 us
Twins after -0.05 eV shift: tau = 1.4160 and 3.6225 us
Twin contrast after shift / static C of twin 1: 5.5449
Two-level peak mismatch: time ratio 1.2 0.00319, ratio 3 0.10194 of total C
Recovery error of times, exact data: 4.35e-16 (relative)
Recovery error, data perturbed by 1e-04: 2.469e+00 (relative)
OK
```
